# The on-top exchange hole of the relativistic electron gas: a program that tests the result

```python
"""On-top exchange hole of the relativistic uniform electron gas.

Result under test:  n_x(0) = -n (1 + s^2) / 4
  n     electron density, kF the Fermi wave number, n = kF^3 / (3 pi^2)
  s     average of m c^2 / E over the Fermi sphere, E = c sqrt(k^2 + c^2)
  beta  kF / c in atomic units (hbar kF / (m c) in general)
The state is a determinant of positive-energy Dirac spinors, both spins filled.
The hole is that of the charge density; there is no correlation or vacuum part.
Algebra is in atomic units; printed dimensional numbers use eV and angstrom.
"""
from itertools import permutations
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import spherical_jn

c = 1.0 / const.fine_structure
bohr = const.physical_constants["Bohr radius"][0] * 1e10          # angstrom
rest_energy = const.m_e * const.c**2 / const.e                    # eV
hbar_c = const.hbar * const.c / const.e * 1e10                    # eV angstrom

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron([[0, 1], [1, 0]], p) for p in pauli])
gamma0 = np.diag([1.0, 1.0, -1.0, -1.0])


def s_closed(b):
    return 1.5 * (b * np.sqrt(1 + b * b) - np.arcsinh(b)) / b**3


def depth_closed(b):
    """Derived on-top depth, -n_x(0)/n."""
    return (1 + s_closed(b)**2) / 4


def density_matrix(kf, r):
    """4x4 density matrix at separation r from diagonalized Dirac Hamiltonians."""
    x, wx = np.polynomial.legendre.leggauss(40)
    u, wu = np.polynomial.legendre.leggauss(14)
    phi = 2 * np.pi * np.arange(20) / 20
    k = kf * (x + 1) / 2
    K, U, P = np.meshgrid(k, u, phi, indexing="ij")
    weight = (wx * kf / 2 * k**2)[:, None, None] * wu[None, :, None]
    weight = (weight * np.full(20, 2 * np.pi / 20)).ravel() / (2 * np.pi)**3
    S = np.sqrt(1 - U**2)
    kvec = np.stack([K * S * np.cos(P), K * S * np.sin(P), K * U], -1).reshape(-1, 3)
    H = c * np.einsum("pi,iab->pab", kvec, alpha) + c**2 * gamma0
    spinors = np.linalg.eigh(H)[1][:, :, 2:]          # two positive-energy states
    phase = weight * np.exp(1j * kvec @ r)
    return np.einsum("p,pas,pbs->ab", phase, spinors, spinors.conj())


def hole_profile(b, x):
    """Derived -n_x(r)/n at x = kF r, from three radial averages."""
    t, w = np.polynomial.legendre.leggauss(80)
    q = (t + 1) / 2
    w = 1.5 * w * q**2
    x = np.atleast_1d(np.asarray(x, float))
    j0 = spherical_jn(0, np.outer(x, q))
    j1 = spherical_jn(1, np.outer(x, q))
    root = np.sqrt(1 + (b * q)**2)
    A, B, C = j0 @ w, j0 @ (w / root), j1 @ (w * b * q / root)
    return (A**2 + B**2 + C**2) / 4


# Pair density of an explicit three-electron determinant: 3 sites, 4 components.
rng = np.random.default_rng(7)
raw = rng.normal(size=(12, 3)) + 1j * rng.normal(size=(12, 3))
orb = np.linalg.qr(raw)[0]
psi = np.zeros((12, 12, 12), complex)
for perm in permutations(range(3)):
    sign = np.linalg.det(np.eye(3)[list(perm)])
    i, j, l = perm
    psi += sign * np.einsum("a,b,c->abc", orb[:, i], orb[:, j], orb[:, l])
psi /= np.sqrt(6)
pair_wave = 6 * (abs(psi)**2).sum(2).reshape(3, 4, 3, 4).sum((1, 3))
dm = orb @ orb.conj().T
site_density = np.diag(dm).real.reshape(3, 4).sum(1)
exchange = (abs(dm)**2).reshape(3, 4, 3, 4).sum((1, 3))
pair_formula = np.outer(site_density, site_density) - exchange
err_pair = abs(pair_wave - pair_formula).max()
assert err_pair < 1e-12

# Contact and finite-separation hole from numerical spinors.
betas = [0.1, 0.5, 1.0, 2.0, 5.0, 20.0]
direction = np.array([0.48, 0.60, 0.64])              # unit vector
numeric_depth = []
err_top = err_far = err_comp = 0.0
for b in betas:
    kf = b * c
    n = kf**3 / (3 * np.pi**2)
    g = density_matrix(kf, np.zeros(3))
    assert abs(np.trace(g).real / n - 1) < 1e-9
    depth = np.trace(g @ g).real / n**2
    numeric_depth.append(depth)
    err_top = max(err_top, abs(depth - depth_closed(b)))
    s = s_closed(b)
    expected = np.diag([1 + s, 1 + s, 1 - s, 1 - s]) / 4
    err_comp = max(err_comp, abs(g / n - expected).max())
    g = density_matrix(kf, direction * 2.5 / kf)
    far = np.trace(g @ g.conj().T).real / n**2
    err_far = max(err_far, abs(far - hole_profile(b, 2.5)[0]))
assert err_top < 1e-8 and err_comp < 1e-8 and err_far < 1e-8
assert np.all(np.diff(numeric_depth) < 0)
assert all(0.25 < d < 0.5 for d in numeric_depth)

# Average by high-precision quadrature: closed form, slope and both limits.
mp.mp.dps = 30


def s_quad(b, cuts=()):
    b = mp.mpf(b)
    f = lambda x: x**2 / mp.sqrt(1 + x**2)
    return 3 / b**3 * mp.quad(f, [0, *cuts, b])


for b in (0.5, 1.3, 4.0):
    assert abs(float(s_quad(b)) - s_closed(b)) < 1e-12
    h = mp.mpf("1e-6")
    slope = (s_quad(b + h) - s_quad(b - h)) / (2 * h)
    derived = 3 / b * (1 / np.sqrt(1 + b * b) - s_closed(b))
    assert abs(float(slope) - derived) < 1e-9 and slope < 0

small = mp.mpf("0.01")
exact_small = (1 + s_quad(small)**2) / 4
series = mp.mpf(1) / 2 - 3 * small**2 / 20 + 18 * small**4 / 175
assert abs(exact_small - series) < small**6           # next term is sixth order
large = 1000
tail_coeff = ((1 + s_quad(large, (1, 10, 100))**2) / 4 - mp.mpf(1) / 4) * large**2
assert abs(tail_coeff - mp.mpf(9) / 16) < 1e-4        # correction is ln(beta)/beta^2

# Worked example at a round density.
n_ang = 1.0e6                                         # angstrom^-3
kf_ang = (3 * np.pi**2 * n_ang)**(1 / 3)
beta = hbar_c * kf_ang / rest_energy
s = s_closed(beta)
depth = depth_closed(beta)
fermi = rest_energy * np.sqrt(1 + beta**2)

# Sum rule: radial quadrature to kF R = 60 plus the averaged tail 3/(pi kF R).
X = 60.0
t, w = np.polynomial.legendre.leggauss(400)
x = X * (t + 1) / 2
sums = []
for b in (0.1, beta, 5.0):
    inner = np.sum(w * X / 2 * 4 * np.pi * x**2 * hole_profile(b, x)) / (3 * np.pi**2)
    sums.append((b, inner, inner + 3 / (np.pi * X)))
    assert abs(sums[-1][2] - 1) < 5e-4                # oscillating tail is O(1/X^2)

half_beta = brentq(lambda b: depth_closed(b) - 0.375, 0.1, 10)
half_density = (half_beta * rest_energy / hbar_c)**3 / (3 * np.pi**2)

print("WORKED EXAMPLE")
print(f"density n = {n_ang:.3e} angstrom^-3")
print(f"Fermi wave number kF = {kf_ang:.3f} angstrom^-1")
print(f"length 1/kF = {1 / kf_ang:.6f} angstrom")
print(f"rest energy m c^2 = {rest_energy:.1f} eV")
print(f"hbar c = {hbar_c:.4f} eV angstrom")
print(f"hbar c kF = {hbar_c * kf_ang:.1f} eV")
print(f"beta = {beta:.5f} (no unit)")
print(f"Fermi energy with rest energy = {fermi:.1f} eV")
print(f"m c^2 / E at the Fermi surface = {rest_energy / fermi:.5f} (no unit)")
print(f"s = {s:.5f}, s^2 = {s * s:.5f} (no unit)")
print(f"each upper component density = {n_ang * (1 + s) / 4:.4e} angstrom^-3")
print(f"each lower component density = {n_ang * (1 - s) / 4:.4e} angstrom^-3")
print(f"-n_x(0)/n = {depth:.5f} (no unit)")
print(f"on-top hole n_x(0) = {-n_ang * depth:.4e} angstrom^-3")
print(f"on-top hole n_x(0) = {-n_ang * depth * bohr**3:.4e} bohr^-3")
print(f"nonrelativistic on-top hole = {-n_ang / 2:.4e} angstrom^-3")
print(f"contact pair density / n^2 = {1 - depth:.5f} (no unit)")
print("PROFILE: kF r, -n_x/n relativistic, -n_x/n nonrelativistic (no unit)")
for xr in (0.0, 1.0, 2.0, 3.0, 4.0, 5.0):
    print(f"  {xr:.1f}  {hole_profile(beta, xr)[0]:.6f}  {hole_profile(0.0, xr)[0]:.6f}")
print("TABLE: beta, s, -n_x(0)/n formula, same from spinors (no unit)")
for b, d in zip(betas, numeric_depth):
    print(f"  {b:5.1f}  {s_closed(b):.6f}  {depth_closed(b):.6f}  {d:.6f}")
print(f"halfway depth 3/8 at beta = {half_beta:.5f} (no unit)")
print(f"halfway density = {half_density:.4e} angstrom^-3")
print("SUM RULE: beta, integral to kF R = 60, with tail (no unit)")
for b, inner, total in sums:
    print(f"  {b:.4f}  {inner:.6f}  {total:.6f}")
print("CHECKS (largest absolute deviation, no unit)")
print(f"pair density of explicit determinant: {err_pair:.1e}")
print(f"on-top depth from spinors: {err_top:.1e}")
print(f"density matrix at contact, over n: {err_comp:.1e}")
print(f"hole at kF r = 2.5 from spinors: {err_far:.1e}")
print(f"small-beta series at beta = 0.01: {float(abs(exact_small - series)):.1e}")
print(f"(depth - 1/4) beta^2 at beta = 1000: {float(tail_coeff):.6f} (limit {9 / 16})")
print("done: every assertion held")
```

Output:

```
WORKED EXAMPLE
density n = 1.000e+06 angstrom^-3
Fermi wave number kF = 309.367 angstrom^-1
length 1/kF = 0.003232 angstrom
rest energy m c^2 = 510999.0 eV
hbar c = 1973.2698 eV angstrom
hbar c kF = 610464.1 eV
beta = 1.19465 (no unit)
Fermi energy with rest energy = 796107.0 eV
m c^2 / E at the Fermi surface = 0.64187 (no unit)
s = 0.74662, s^2 = 0.55744 (no unit)
each upper component density = 4.3666e+05 angstrom^-3
each lower component density = 6.3345e+04 angstrom^-3
-n_x(0)/n = 0.38936 (no unit)
on-top hole n_x(0) = -3.8936e+05 angstrom^-3
on-top hole n_x(0) = -5.7697e+04 bohr^-3
nonrelativistic on-top hole = -5.0000e+05 angstrom^-3
contact pair density / n^2 = 0.61064 (no unit)
PROFILE: kF r, -n_x/n relativistic, -n_x/n nonrelativistic (no unit)
  0.0  0.389361  0.500000
  1.0  0.325262  0.408162
  2.0  0.185158  0.213268
  3.0  0.065921  0.059746
  4.0  0.012390  0.003792
  5.0  0.002549  0.001628
TABLE: beta, s, -n_x(0)/n formula, same from spinors (no unit)
    0.1  0.997016  0.498510  0.498510
    0.5  0.933662  0.467931  0.467931
    1.0  0.799260  0.409704  0.409704
    2.0  0.567844  0.330612  0.330612
    5.0  0.278192  0.269348  0.269348
   20.0  0.074402  0.251384  0.251384
halfway depth 3/8 at beta = 1.34911 (no unit)
halfway density = 1.4402e+06 angstrom^-3
SUM RULE: beta, integral to kF R = 60, with tail (no unit)
  0.1000  0.984161  1.000076
  1.1946  0.984112  1.000027
  5.0000  0.984082  0.999997
CHECKS (largest absolute deviation, no unit)
pair density of explicit determinant: 3.3e-16
on-top depth from spinors: 2.4e-14
density matrix at contact, over n: 1.2e-14
hole at kF r = 2.5 from spinors: 1.4e-15
small-beta series at beta = 0.01: 7.6e-14
(depth - 1/4) beta^2 at beta = 1000: 0.562492 (limit 0.5625)
done: every assertion held
```
